# Does a bulkier ligand reduce metal uptake in atomic layer deposition?

**Comment on the argument from ligand size**

The argument under review concerns the metal half-cycle of atomic layer deposition. Two precursors of the same tetravalent metal are compared. After a saturating pulse, the first leaves one ligand of footprint 0.40 nm² on each metal atom. The second leaves three ligands of 0.16 nm² each. The argument runs:

> "Growth in one cycle stops when the surface is covered with ligands. A bulky ligand covers more surface than a small one, so fewer fit. The precursor with the bulky ligand must therefore deposit less metal."

The first two sentences can be accepted as a model of steric saturation. The third does not follow from them. They limit the number of ligands, whereas the conclusion concerns the number of metal atoms, and the two precursors carry different numbers of retained ligands per atom. The comparison has to be redone with that number included. It must then be asked whether the shapes pack equally well, and whether retained ligands set the limit at all.

**1. The missing factor**

Let $N$ be the number of metal atoms deposited per unit area in one pulse, $r$ the number of ligands retained per metal atom, and $a$ the footprint of one ligand. Treat the footprints as hard, non-overlapping regions on a flat surface, and let $\theta$ be the fraction of the surface that they cover at saturation. There are $rN$ ligands per unit area, so

$$
rN\,a=\theta ,\qquad\text{hence}\qquad N=\frac{\theta}{r a}. \tag{1}
$$

The ligand density is $rN=\theta/a$. At fixed $\theta$ it falls as $a$ grows, which is the correct part of the argument. The metal density depends instead on the product $ra$, the retained area per metal atom:

$$
r_1a_1=1\times0.40=0.40\ \text{nm}^2,\qquad
r_3a_3=3\times0.16=0.48\ \text{nm}^2 .
$$

The subscripts 1 and 3 denote the number of ligands retained. Dividing (1) for the first precursor by (1) for the second gives

$$
\frac{N_1}{N_3}=\frac{\theta_1}{\theta_3}\,\frac{r_3a_3}{r_1a_1}
=1.2\,\frac{\theta_1}{\theta_3}. \tag{2}
$$

The bulky ligand therefore permits more metal if $\theta_3/\theta_1<1.2$. At equal coverage it permits 20% more.

The intuition behind the argument is right when $r$ is held fixed. If both precursors retained one ligand and reached the same $\theta$, replacing 0.16 nm² by 0.40 nm² would divide the uptake by 2.5. The number retained matters just as much. At equal coverage, the small-ligand precursor falls behind only if it keeps, on average, more than $0.40/0.16=2.5$ ligands per metal. With two retained, its area per metal is 0.32 nm² and the order reverses.

**2. Ordered packing**

Equation (2) leaves the coverages open. A first case is an ordered layer, with each ligand represented by a disc of radius $R=\sqrt{a/\pi}$. Put the discs on a triangular lattice with spacing $2R$. The area per lattice site is $(2R)^2\sqrt3/2=2\sqrt3R^2$, so

$$
\theta=\frac{\pi R^2}{2\sqrt3R^2}=\frac{\pi}{\sqrt{12}}=0.907 .
$$

This applies directly to one ligand per metal. For three, assume that the ligands form a rigid triangle of touching discs. The same lattice can be divided into such triangles without leaving a site over. Write each site as $i\mathbf e_1+j\mathbf e_2$, where the two lattice vectors make an angle of 60°, and label it by $i+2j$ modulo 3. Each site with label 0 forms a triangle with its neighbours at $+\mathbf e_1$ and $+\mathbf e_2$, whose labels are 1 and 2. Conversely, a site with label 1 belongs to the triangle that starts at $-\mathbf e_1$ from it, and a site with label 2 to the one that starts at $-\mathbf e_2$. Every site is used once.

Both layers thus reach the same coverage, and (1) gives

$$
N_1=\frac{0.9069}{0.40}=2.27\ \text{nm}^{-2},\qquad
N_3=\frac{0.9069}{0.48}=1.89\ \text{nm}^{-2}.
$$

The ratio is 1.20. Reaching this order requires adsorbed species that can rearrange. If they stay where they land, gaps remain that are too small for another molecule, and the coverage must be found differently.

**3. Random, irreversible adsorption**

In random sequential adsorption, molecules try random positions one after another. A molecule sticks if its retained ligands overlap none already present; otherwise it leaves. Adsorbed molecules neither move nor desorb. Let $s$ be the dose, defined as the number of attempts per unit area, and $\Phi$ the fraction of positions that are still accessible. Then $dN/ds=\Phi$.

*Low coverage.* For single discs, a new centre must lie at least $D=2R$ from every existing centre. Each disc therefore excludes an area $\pi D^2=4\pi R^2$, four times its footprint, and to first order $\Phi=1-4\theta$. This subtracts twice any area excluded by two discs together, so the overlaps must be added back. Two exclusion circles of radius $D$ whose centres are a distance $x=2D\cos\varphi$ apart overlap in the area

$$
A(x)=D^2(2\varphi-\sin2\varphi).
$$

At leading order the density of disc pairs is $N^2$ for $x>D$ and zero for $x<D$. Overlap ends at $x=2D$. Counting each pair once gives the correction

$$
\frac{N^2}{2}\int_D^{2D}A(x)\,2\pi x\,dx .
$$

From $x=2D\cos\varphi$ it follows that $x\,dx=-2D^2\sin2\varphi\,d\varphi$. The limits $x=D$ and $x=2D$ become $\varphi=\pi/3$ and $\varphi=0$, and the minus sign reverses their order. With $u=2\varphi$ the integral is

$$
2\pi D^4\int_0^{2\pi/3}(u-\sin u)\sin u\,du .
$$

The two parts are

$$
\int_0^{2\pi/3}u\sin u\,du=\frac{\sqrt3}{2}+\frac{\pi}{3},\qquad
\int_0^{2\pi/3}\sin^2u\,du=\frac{\pi}{3}+\frac{\sqrt3}{8},
$$

and their difference is $3\sqrt3/8$. The correction is therefore $(3\sqrt3\pi/8)N^2D^4$. Since $\theta=N\pi D^2/4$, we have $N^2D^4=16\theta^2/\pi^2$, and

$$
\Phi=1-4\theta+\frac{6\sqrt3}{\pi}\theta^2+O(\theta^3). \tag{3}
$$

At a mean coverage of 0.0823, equation (3) gives $1-0.3292+0.0224=0.693$. Random probing of simulated layers gives 0.6945. The series value in the numerical output, 0.6941, also includes the cubic term.

*Approach to jamming.* Late in the process, the positions still open to a disc centre form small, isolated holes. A hole of linear size $h$ has an area $ch^2$, with $c$ a number set by its shape. It escapes all attempts during a dose $s$ with probability $e^{-ch^2s}$. If the distribution of hole sizes tends to a constant $p_0$ as $h\to0$, the number of discs still missing per unit area is

$$
N(\infty)-N(s)\simeq p_0\int_0^\infty e^{-ch^2s}\,dh
=\frac{p_0}{2}\sqrt{\frac{\pi}{cs}}\ \propto\ s^{-1/2}. \tag{4}
$$

As a test, a straight line in $s^{-1/2}$ was fitted to simulated disc densities at doses from 16 to 128 nm⁻². It forecast 1.319 nm⁻² at a dose of 512 nm⁻²; the simulation gave 1.322 nm⁻².

A triangle must also have a suitable orientation. If the allowed range of angle shrinks in proportion to $h$, the chance of filling a hole scales as $h^3$, and the same integral gives $s^{-1/3}$. This exponent was not tested separately, so the extrapolation for triangles is also given with exponent 1/2.

**4. Result for the two precursors**

Four simulations of each layer, in a periodic square of side 24 nm, were extrapolated to infinite dose:

- one bulky ligand: $N_1=1.363\pm0.007$ nm⁻², so $\theta_1=1.363\times0.40=0.545$;
- three small ligands: $N_3=1.081\pm0.008$ nm⁻², so $\theta_3=1.081\times0.48=0.519$.

The uncertainties are standard errors over the four runs. They do not include the error of extrapolating from finite doses, which can be larger, especially for the triangles. The choice of exponent shows its scale: with 1/2 instead of 1/3, $N_3$ would be 1.041 nm⁻². From (2),

$$
\frac{N_1}{N_3}=1.2\times\frac{0.545}{0.519}=1.26 .
$$

The bulky ligand thus gives roughly a quarter more metal in this model. The exponent 1/2 would give 31%, so the second digit of the advantage should not be relied on. Most of the advantage comes from the smaller retained area per metal. The rest arises because the triangles jam at a slightly lower coverage than the discs.

The ligand densities run the other way: $3\times1.081=3.24$ nm⁻² for the small ligand against 1.36 nm⁻² for the bulky one. The layer with more ligands contains less metal. This is the distinction that the argument under review misses.

How much larger could the bulky ligand be? For single discs the jammed coverage does not depend on size, because rescaling all lengths leaves the problem unchanged. Setting $\theta_1/a^*=N_3$ gives

$$
a^*=\frac{0.545}{1.081}=0.504\ \text{nm}^2 .
$$

A retained ligand of 0.60 nm² should therefore lose. Scaling gives $0.545/0.60=0.91$ nm⁻², and a single simulation of that case gave 0.927 nm⁻², 2% higher. Both are below the 1.081 nm⁻² of the small-ligand layer. The margin is thus finite: in random packing, an increase of about a quarter in the bulky footprint, with everything else held fixed, removes the advantage. In the ordered layer an increase of 20%, to 0.48 nm², is enough.

Both layers must also be compared under the same packing mechanism. Suppose that the triangles could rearrange into the ordered layer while the bulky species stayed where they landed. Then $\theta_3/\theta_1=0.907/0.545=1.66$, which exceeds 1.2, and the small-ligand precursor would win with 1.89 against 1.36 nm⁻².

**5. When hydroxyl groups are scarce**

So far the surface has been assumed to offer enough reactive sites. Suppose that the precursor has four ligands and binds by exchanging ligands with surface hydroxyl groups, one hydroxyl for each ligand lost. If $r$ ligands remain, each metal atom has consumed $4-r$ hydroxyls. For a hydroxyl density $h_{\rm OH}$,

$$
N\le\frac{h_{\rm OH}}{4-r}. \tag{5}
$$

Keeping one ligand costs three hydroxyls per metal; keeping three costs one. The precursor that is economical with area is therefore expensive in sites. Its jammed layer uses $3\times1.363=4.09$ hydroxyls per nm². Merely to match the small-ligand layer it needs $3\times1.081=3.24$ nm⁻².

Equation (5) counts hydroxyls over the whole surface, but those that bind one metal atom must also lie close to it. To size this effect, hydroxyls were placed at random with a minimum spacing of 0.25 nm, and each bonding hydroxyl had to lie within 0.357 nm of the metal, measured along the surface. This reach equals the radius of the bulky disc and is a model choice. It is generous, since a metal–oxygen bond is only about 0.2 nm long, and the results below depend strongly on it. A circle of radius 0.25 nm holds on average $0.196\times6=1.2$ hydroxyls at 6 nm⁻², no more than the assumed reach holds at 3 nm⁻². A shorter reach therefore moves the reversal to a higher hydroxyl density. At a common dose of 128 attempts per nm², the uptakes in nm⁻² were:

| Hydroxyls (nm⁻²) | One bulky | Three small |
|---:|---:|---:|
| 3 | 0.54 | 0.93 |
| 6 | 1.15 | 0.95 |
| 8 | 1.25 | 0.95 |
| no site limit | 1.28 | 0.96 |

At 3 nm⁻² the order is reversed. The bulky value is also well below the limit $3/3=1.0$ nm⁻² from (5). A circle with the assumed reach has an area of 0.40 nm² and contains on average only $3\times0.40=1.2$ hydroxyls, while three are needed. At 6 nm⁻² the average is 2.4, and the bulky ligand leads by about 21%.

The last row is not the infinite-dose result. At this dose the bulky layer has reached 94% of its extrapolated uptake and the small-ligand layer 89%, so their ratio is 1.33 rather than 1.26.

**6. When the arriving molecule is too large**

A molecule must reach the surface before it can shed its leaving ligands, so the area needed on arrival can exceed the area retained. Two precursors that both end with one bulky ligand may therefore behave differently. In a severe version of this effect, three ligands of the arriving molecule face the surface at the same height as the ligands already there, and none may overlap. The small-ligand precursor is assumed to need no more room on arrival than it retains.

If the arriving molecule has one bulky and three small ligands, and the small ones face the surface and leave, the uptake at the same dose of 128 nm⁻² is 1.12 nm⁻². This is 13% below the value without an arrival constraint, but still 16% above the 0.96 nm⁻² of the small-ligand layer.

If all four ligands are bulky, the uptake is 0.69 nm⁻², and the advantage is lost. Geometry shows why. Three touching discs of radius $R$ have their centres at the corners of a triangle of side $2R$. The middle of a side lies $R/\sqrt3$ from the triangle's centre. An existing disc approaches most closely when it rests against the two discs on that side. Its centre is then $\sqrt{(2R)^2-R^2}=\sqrt3R$ beyond the middle of the side, at a total distance

$$
\frac{R}{\sqrt3}+\sqrt3R=\frac{4R}{\sqrt3}=2.31R
$$

from the new metal atom. Without the arrival constraint the distance could be $2R$. Even if every encounter had this most favourable orientation, the problem would be that of discs with diameter $4R/\sqrt3$. The jammed density would change by the factor $(2R)^2/(4R/\sqrt3)^2=3/4$, giving $1.363\times3/4=1.02$ nm⁻². That is already below 1.08 nm⁻², and less favourable orientations reduce it further.

The site and arrival limits were simulated separately. If their reductions simply multiplied at 6 hydroxyls per nm², the precursor with one bulky and three small ligands would reach about $1.116\times1.150/1.283=1.00$ nm⁻², against 0.95 nm⁻² for the small-ligand precursor. This is an estimate for this dose, not a simulated result. It indicates that two limits acting together narrow the lead further, but the reductions need not multiply. Part of each reduction is only slower filling, so the figure should not be carried over to saturation.

**7. Comparison with real deposition**

The parameters are rough values for thermal deposition of a tetravalent metal oxide on a hydroxylated oxide at about 200 to 300 °C. With 28 metal atoms per nm³ of film, and every deposited atom kept, the jammed layers correspond to

$$
\frac{1.363}{28}=0.049\ \text{nm},\qquad \frac{1.081}{28}=0.039\ \text{nm}
$$

of film per cycle. Real processes of this type range, roughly, from about 0.05 nm per cycle or less for many chloride and alkoxide precursors to about 0.1 nm for many alkylamides, so the model values are low compared with the faster processes. Possible causes are footprints that are set too large and the assumption that adsorbed species stay fixed and keep all the ligands assigned to them. Full ordering would raise the two values to 0.081 and 0.067 nm. A growth of 0.1 nm needs 2.8 metal atoms per nm², which at the ordered coverage leaves $0.907/2.8=0.32$ nm² per metal. That is the area of two small ligands, not three. Further ligand loss during the pulse could thus change the order as well as the growth rate. Heating usually removes hydroxyls from oxide surfaces, which works against the precursor that needs three of them.

**Recommendation**

The conclusion should be withdrawn in its general form. Ligand size alone does not determine metal uptake, and for the stated footprints and retained numbers, steric saturation favours the bulky ligand in both cases worked out here, where the two layers are either both ordered or both formed by random, irreversible adsorption. The revised comparison should report the mean number of ligands retained per metal, the hydroxyl density before the pulse, and the composition of the arriving precursor. On these geometric grounds, a bulky ligand favours high uptake when it remains alone on the metal, its footprint is below the combined footprint of the alternative ligands by more than any packing disadvantage, hydroxyls are plentiful (in the model of section 5, with its generous reach of 0.357 nm, 6 nm⁻² was enough and 3 nm⁻² was not; a shorter reach demands more), and the ligands that leave are small enough to let the molecule in. The choice of a real precursor also depends on its volatility, its thermal stability and how completely the next half-cycle removes the retained ligand, none of which is modelled here. The numerical output below lists the values used here.

## Computed values

```
INPUTS
Bulky ligand footprint: 0.40 nm^2
Small ligand footprint: 0.16 nm^2
Retained area per metal, three small: 0.48 nm^2
Bulky disc radius: 0.357 nm
Small disc radius: 0.226 nm
Film metal density, rough: 28 nm^-3
Simulation box side: 24 nm
ORDERED PACKING
Covered fraction, both: 0.9069
Metal, one bulky: 2.267 nm^-2
Metal, three small: 1.889 nm^-2
Metal ratio bulky/small: 1.200
Break-even small ligands retained: 2.50
RANDOM PACKING, INFINITE DOSE
Metal, one bulky: 1.363 nm^-2
  standard error: 0.007 nm^-2
Metal, three small, exponent 1/3: 1.081 nm^-2
  standard error: 0.008 nm^-2
Metal, three small, exponent 1/2: 1.041 nm^-2
Covered fraction, one bulky: 0.545
Covered fraction, three small: 0.519
Metal ratio bulky/small: 1.260
Small-ligand density: 3.244 nm^-2
Growth per cycle, bulky: 0.0487 nm
Growth per cycle, small: 0.0386 nm
Break-even bulky footprint: 0.504 nm^2
Metal, one ligand of 0.60 nm^2: 0.927 nm^-2
Hydroxyls used, one bulky: 4.09 nm^-2
Hydroxyls for bulky to match small: 3.24 nm^-2
CHECKS OF RANDOM PACKING
Low coverage: 0.0823
Accessible fraction, simulated: 0.6945
Accessible fraction, series: 0.6941
Bulky metal at dose 512, forecast: 1.319 nm^-2
Bulky metal at dose 512, simulated: 1.322 nm^-2
NEGLECTED EFFECTS, DOSE 128 ATTEMPTS PER nm^2
No extra limit, one bulky: 1.283 nm^-2
No extra limit, three small: 0.963 nm^-2
Arrival with 1 bulky + 3 small: 1.116 nm^-2
Arrival with 4 bulky: 0.688 nm^-2
Minimum hydroxyl spacing: 0.25 nm
Lateral bonding reach: 0.357 nm
Hydroxyls 3 nm^-2: metal bulky 0.536, small 0.928 nm^-2
Hydroxyls 6 nm^-2: metal bulky 1.150, small 0.947 nm^-2
Hydroxyls 8 nm^-2: metal bulky 1.253, small 0.947 nm^-2
```
